# Milton Parameters Sum to One, and Phase-Interchange Symmetry Gives One Half

## What symmetry fixes

A porous dielectric has pore (phase 1) and solid (phase 2) volume fractions $\phi_1+\phi_2=1$. It is statistically homogeneous and isotropic. Let $I_i(\mathbf x)$ be one in phase $i$ and zero elsewhere. Let $S_2^{(i)}(r)$ and $S_3^{(i)}(r,s,t)$ be the probabilities that two points, or the three corners of a triangle, all lie in phase $i$. The Milton parameter of phase $i$ is

$$\zeta_i=\frac{9}{2\phi_1\phi_2}\int_0^\infty\!\frac{dr}{r}\int_0^\infty\!\frac{ds}{s}\int_{-1}^{1}\!du\,P_2(u)\left[S_3^{(i)}(r,s,t)-\frac{S_2^{(i)}(r)S_2^{(i)}(s)}{\phi_i}\right],$$

with $t^2=r^2+s^2-2rsu$ and $P_2(u)=(3u^2-1)/2$.

The measures $dr/r$ and $ds/s$ do not change when all lengths are scaled, so $\zeta_i$ is a pure number that depends on the shape of the microstructure and not on its size. Exchanging the phases exchanges $\zeta_1$ and $\zeta_2$. A medium whose statistics survive the exchange therefore has $\zeta_1=\zeta_2$. If the sum is one for every medium, the common value must be $1/2$. The sum is what has to be found.

Averages $\langle\cdot\rangle$ run over the ensemble. Correlations are assumed to decay with distance, or the orientation is averaged over the ensemble. Permittivities are relative to vacuum.

## The simplest case: layers

Apply a mean field $\mathbf e_0$ of unit length. Write $\varepsilon=\langle\varepsilon\rangle+\Delta\,I'$, with $\Delta=\varepsilon_2-\varepsilon_1$ and $I'=I_2-\phi_2$. To first order in $\Delta$, the condition $\nabla\cdot(\varepsilon\mathbf E)=0$ gives for the field perturbation

$$\langle\varepsilon\rangle\nabla\cdot\mathbf E'=-\Delta\,\nabla\cdot(I'\mathbf e_0).$$

Since $\mathbf E'$ is a gradient, its Fourier component is parallel to $\mathbf k$. Hence

$$\mathbf E'=-\frac{\Delta}{\langle\varepsilon\rangle}\,\mathbf e,\qquad \mathbf e=\Gamma I'\mathbf e_0,\qquad \Gamma(\mathbf k)=\hat{\mathbf k}\hat{\mathbf k}\ (\mathbf k\neq0),\quad \Gamma(0)=0 .$$

For flat layers with normal $\mathbf n$ every wave vector is along $\mathbf n$, so $\mathbf e=I'\,\mathbf n(\mathbf n\cdot\mathbf e_0)$. In the solid $I'=\phi_1$. Averaging over random $\mathbf n$ gives the mean $\phi_1\mathbf e_0/3$, and the mean square deviation from it is

$$\phi_1^2\left\langle\left|\mathbf n(\mathbf n\cdot\mathbf e_0)-\tfrac13\mathbf e_0\right|^2\right\rangle=\phi_1^2\left(\tfrac13-\tfrac29+\tfrac19\right)=\tfrac29\phi_1^2 .$$

Weighted by volume, the variance in the solid is $V_2=\tfrac29\phi_2\phi_1^2$. In the pore $I'=-\phi_2$, so $V_1=\tfrac29\phi_1\phi_2^2$. The total is $\tfrac29\phi_1\phi_2$. The solid holds the share $\phi_1$ and the pore the share $\phi_2$. The shares sum to one and are equal at half porosity.

## Any isotropic medium

The same count works without layers. Because $\Gamma$ is a projector,

$$\langle|\mathbf e|^2\rangle=\langle I'\mathbf e_0\cdot\Gamma I'\mathbf e_0\rangle=\tfrac13\phi_1\phi_2 .$$

The last step uses isotropy, by which $(\hat{\mathbf k}\cdot\mathbf e_0)^2$ averages to $1/3$, and $\langle I'^2\rangle=\phi_1\phi_2$. In the same way $\langle I'\mathbf e\rangle=\tfrac13\phi_1\phi_2\mathbf e_0$. Since $\langle\mathbf e\rangle=0$, this equals $\langle I_2\mathbf e\rangle$, and $\langle I_1\mathbf e\rangle$ is its negative. Dividing by the volume fractions gives the phase means

$$\mathbf m_2=\tfrac13\phi_1\mathbf e_0,\qquad \mathbf m_1=-\tfrac13\phi_2\mathbf e_0 .$$

Define $V_i=\langle I_i|\mathbf e-\mathbf m_i|^2\rangle$. Splitting the mean square into variances and squared means,

$$\tfrac13\phi_1\phi_2=V_1+V_2+\phi_1\frac{\phi_2^2}{9}+\phi_2\frac{\phi_1^2}{9}=V_1+V_2+\tfrac19\phi_1\phi_2 ,$$

so $V_1+V_2=\tfrac29\phi_1\phi_2$, as for the layers.

It remains to show that the share $9V_i/(2\phi_1\phi_2)$ is $\zeta_i$. The inverse transform of $1/k^2$ is $1/(4\pi r)$, so $\Gamma$ acts in real space through $-\nabla\nabla(1/4\pi r)$. Away from the origin this is

$$K(\mathbf r)=-\frac{3\hat{\mathbf r}\hat{\mathbf r}-1}{4\pi r^3}.$$

At the origin there is a point term. With a small sphere cut out of the integral over $K$, this term is isotropic, and its trace is fixed by $-\nabla^2(1/4\pi r)=\delta(\mathbf r)$. It is therefore $\delta(\mathbf r)/3$, and $\Gamma=\tfrac13+K$.

The local part gives $I'\mathbf e_0/3$, which is $\mathbf m_i$ in phase $i$. The deviation from the phase mean is therefore $KI'\mathbf e_0$. The angular average of $K$ vanishes, so constants drop out: $KI'=KI_2=-KI_1$. Hence

$$V_i=\langle I_i|KI_i\mathbf e_0|^2\rangle=\int\! d^3r\,d^3s\;\mathbf e_0\cdot K(\mathbf r)K(\mathbf s)\cdot\mathbf e_0\,S_3^{(i)} .$$

Isotropy lets the direction of $\mathbf e_0$ be averaged, which replaces the contraction by one third of the trace. With $u=\hat{\mathbf r}\cdot\hat{\mathbf s}$,

$$\mathrm{tr}\,[(3\hat{\mathbf r}\hat{\mathbf r}-1)(3\hat{\mathbf s}\hat{\mathbf s}-1)]=9u^2-3-3+3=6P_2(u).$$

The kernel becomes $P_2(u)/(8\pi^2r^3s^3)$, and the volume element is $8\pi^2r^2s^2\,dr\,ds\,du$. Therefore

$$V_i=\int\frac{dr}{r}\int\frac{ds}{s}\int du\,P_2(u)\,S_3^{(i)} .$$

The subtraction in the definition of $\zeta_i$ does not depend on $u$, so it integrates to zero against $P_2$. It serves to make the bracket vanish when one of $r$ and $s$ goes to zero or infinity while the other is held fixed. Thus

$$\zeta_i=\frac{9V_i}{2\phi_1\phi_2},\qquad \zeta_1+\zeta_2=1,\qquad 0\le\zeta_i\le1 .$$

The parameter is the share of phase $i$ in the total within-phase variance of the first-order field. The difference between the two phase means is not counted.

**Limit: a few solid spheres.** The potential $\psi$ with $-\nabla^2\psi=1$ inside a ball is a constant minus $r^2/6$. Then $-\nabla\nabla\psi=\tfrac13$ there, which is the local part alone, so $K$ contributes nothing inside. For dilute spheres $\zeta_2\to0$ and the whole variance lies in the surrounding phase.

## The same sum from probabilities

Expanding the product of three factors $1-I_2$ gives

$$S_3^{(1)}=1-3\phi_2+S_2^{(2)}(r)+S_2^{(2)}(s)+S_2^{(2)}(t)-S_3^{(2)} .$$

When $\zeta_1$ and $\zeta_2$ are added, $S_3^{(2)}$ cancels. With the $u$ integral done first, terms in $r$ and $s$ alone vanish. What is left is $\chi(t)=S_2^{(2)}(t)-\phi_2^2$:

$$\zeta_1+\zeta_2=\frac{9}{2\phi_1\phi_2}\int\frac{dr}{r}\int\frac{ds}{s}\int du\,P_2(u)\,\chi(t).$$

Write $\chi(t)=\int dk\,p(k)\,\sin(kt)/(kt)$, where $\int p\,dk=\chi(0)=\phi_1\phi_2$. The addition theorem is

$$\frac{\sin kt}{kt}=\sum_l(2l+1)j_l(kr)j_l(ks)P_l(u).$$

Since $\int P_2P_l\,du=\tfrac25\delta_{l2}$, the $u$ integral leaves $2j_2(kr)j_2(ks)$. Each radial integral is

$$\int_0^\infty\frac{j_2(x)}{x}dx=-\left[\frac{j_1(x)}{x}\right]_0^\infty=\frac13 ,$$

whatever the value of $k$. The triple integral is $2\cdot\tfrac19\cdot\phi_1\phi_2$, and the sum is one. The form of $S_2$ has dropped out.

## A family away from half porosity

Divide space into cells and make each cell solid with probability $\phi_2$, independently. Let $p_3$ be the chance that three points share a cell. Since $\langle I'^3\rangle=\phi_2\phi_1^3-\phi_1\phi_2^3=\phi_1\phi_2(\phi_1-\phi_2)$,

$$S_3^{(2)}=\phi_2^3+\phi_2[\chi(r)+\chi(s)+\chi(t)]+\phi_1\phi_2(\phi_1-\phi_2)p_3 .$$

The term in $\chi(t)$ contributes $\phi_2$, by the integral just done. Hence

$$\zeta_2=\phi_2+(\phi_1-\phi_2)\beta,\qquad \beta=\frac92\int\frac{dr}{r}\int\frac{ds}{s}\int du\,P_2(u)\,p_3 .$$

Exchanging the labels gives $\zeta_1=\phi_1+(\phi_2-\phi_1)\beta$, and again the sum is one. At $\phi_2=1/2$ the cell shape drops out and $\zeta_2=1/2$.

Let the cells be cut by random planes, with $a$ crossings per unit length of a line. A plane that meets a triangle crosses two of its sides, so $p_3=e^{-a(r+s+t)/2}$. Gauss quadrature gives $\beta=0.250$. At $\phi_2=0.30$ the formula predicts $\zeta_2=0.30+0.40\times0.250=0.400$. Direct quadrature of the defining integral, done separately for each phase, gives $\zeta_2=0.400$ and $\zeta_1=0.600$.

**Limit: layers as cells.** The result $\zeta_2=\phi_1$ found at the start requires $\beta=1$. For randomly placed layer boundaries, now with $a$ of them per unit length along the normal, $p_3$ is the exponential of minus $a$ times the extent of the triangle along the normal, averaged over normals. Numerical quadrature of this gives $\beta=0.9985$, which differs from one by the quadrature error.

## Interchange symmetry, and what half porosity lacks

If the three-point statistics are unchanged by interchange, $S_3^{(1)}=S_3^{(2)}$. Letting the three points coincide gives $\phi_1=\phi_2=1/2$. The two integrals are then identical, and with the sum rule

$$\zeta_1=\zeta_2=\tfrac12 .$$

Half porosity alone does not suffice. Two periodic structures show this. Their cubic symmetry makes second-rank tensors isotropic, which is all that the variance argument needs. The fields were computed by Fourier transforms on a grid with 64 points per period edge.

- The solid fills $\cos x+\cos y+\cos z>0$. A shift by half a period along each axis reverses the sign and exchanges the phases. The result is $\zeta_2=0.500$.
- Spherical pores sit on a simple cubic lattice at porosity 0.50. No operation exchanges the phases. The grid gives $\zeta_2=0.82$ and $\zeta_1=0.18$, while a multipole expansion for this lattice gives $0.826$ and $0.174$, so the grid error is about 0.01 in each.

## What the parameter does to the permittivity

From here on, every large sample of the medium is assumed to have the same scalar effective permittivity $\varepsilon_e$. This excludes the randomly oriented layers, because each sample of them is anisotropic. Then $\varepsilon_e$ is the minimum of $\langle\varepsilon|\mathbf E|^2\rangle$ over curl-free fields with mean $\mathbf e_0$. Take the trial field $\mathbf e_0-a\mathbf e$, where $a$ is now a free number. Two averages are needed:

$$\langle\varepsilon\,\mathbf e\cdot\mathbf e_0\rangle=\tfrac13\Delta\phi_1\phi_2,$$

$$\langle\varepsilon|\mathbf e|^2\rangle=\sum_i\varepsilon_i(V_i+\phi_i|\mathbf m_i|^2)=\frac{\phi_1\phi_2}{9}\left[2(\zeta_1\varepsilon_1+\zeta_2\varepsilon_2)+\phi_2\varepsilon_1+\phi_1\varepsilon_2\right].$$

The energy $\langle\varepsilon\rangle-2a\langle\varepsilon\,\mathbf e\cdot\mathbf e_0\rangle+a^2\langle\varepsilon|\mathbf e|^2\rangle$ is least at $a=\langle\varepsilon\,\mathbf e\cdot\mathbf e_0\rangle/\langle\varepsilon|\mathbf e|^2\rangle$, which gives

$$\varepsilon_e\le\varepsilon_U=\langle\varepsilon\rangle-\frac{\phi_1\phi_2\Delta^2}{\phi_2\varepsilon_1+\phi_1\varepsilon_2+2(\zeta_1\varepsilon_1+\zeta_2\varepsilon_2)} .$$

For the lower bound let $\rho_i=1/\varepsilon_i$. Then $1/\varepsilon_e$ is the minimum of $\langle\rho|\mathbf D|^2\rangle$ over divergence-free $\mathbf D$ with mean $\mathbf e_0$. The field $\mathbf d=I'\mathbf e_0-\mathbf e$ is divergence-free. Its phase means are $\tfrac23\phi_1\mathbf e_0$ and $-\tfrac23\phi_2\mathbf e_0$, and its variances are the same $V_i$. Hence

$$\langle\rho\,\mathbf d\cdot\mathbf e_0\rangle=\tfrac23(\rho_2-\rho_1)\phi_1\phi_2,$$

$$\langle\rho|\mathbf d|^2\rangle=\tfrac19\phi_1\phi_2[2(\zeta_1\rho_1+\zeta_2\rho_2)+4(\phi_2\rho_1+\phi_1\rho_2)].$$

Minimizing over the amplitude of $\mathbf d$ as before,

$$\frac1{\varepsilon_e}\le\frac1{\varepsilon_L}=\langle\rho\rangle-\frac{2\phi_1\phi_2(\rho_2-\rho_1)^2}{\zeta_1\rho_1+\zeta_2\rho_2+2(\phi_2\rho_1+\phi_1\rho_2)} .$$

## A porous silica film

Take a silica skeleton with $\varepsilon_2=4$, empty pores with $\varepsilon_1=1$, porosity 0.50 and $\zeta_2=1/2$. Then

$$\varepsilon_U=2.5-\frac{0.25\times9}{2.5+5}=2.200,\qquad \frac1{\varepsilon_L}=0.625-\frac{0.5\times0.5625}{0.625+1.25}=0.475,$$

so $\varepsilon_L=2.105$. If $\zeta_2$ is unknown, the extremes are $\varepsilon_L$ at $\zeta_2=0$ and $\varepsilon_U$ at $\zeta_2=1$. These are the two-point bounds, 2.000 and 2.286. Knowing $\zeta_2=1/2$ reduces the width of these bounds from 0.286 to 0.095, a factor of three, but does not fix the permittivity. The lower bound derived here is not the best known. Two results quoted without proof raise it: Milton's three-point lower bound gives 2.125 at the same $\zeta_2$, and for a medium whose permittivity is unchanged by interchange the inequality $\varepsilon_e^2/(\varepsilon_1\varepsilon_2)+2\varepsilon_e/(\varepsilon_1+\varepsilon_2)\ge2$ gives 2.139. The numbers below use the simpler bounds.

The symmetric periodic structure has a computed permittivity of 2.20, close to the upper bound. The grid was not refined, so the distance from the bound is not resolved. The spherical pores give 2.25, within their own bounds of 2.21 and 2.26 and above the range allowed for a symmetric medium.

For lines 40 nm high and 20 nm apart, treat the film between them as uniform with permittivity $\varepsilon_e$. The parallel-plate capacitance per length $\varepsilon_0\varepsilon_e h/d$, without fringing, then lies between 37.3 and 39.0 aF/µm. With pores and walls each about 2 nm wide, a line across the gap meets only about five pores, so these limits are approximate for the real gap.

**Beside real films.** The skeleton value is roughly that of dense silica. A porosity of one half is high for an interlayer film; production films are generally less porous and often have an organosilicate skeleton of lower permittivity. The spacing, a voltage of 0.7 V and a mean pore chord of 2 nm are rough typical values. Real pores need not be statistically equivalent to the walls between them, so $\zeta_2=1/2$ is a model assumption. The shifts in the list are changes in the midpoint of the bounds, 2.15, with other inputs held fixed. They compare with a half-width of 0.05.

- Changing $\zeta_2$ to 0.4 or 0.6 shifts the midpoint by $-0.026$ or $+0.025$.
- Raising the porosity by 0.02 shifts it by $-0.056$.
- A pore wall displaced by 0.05 nm matters more. A random line crosses a surface of area $\sigma$ per volume $\sigma/2$ times per unit length, which makes $\sigma/4$ pore chords. With mean chord $\ell$, $\phi_1=\ell\sigma/4$, so $\sigma=4\times0.5/2=1.0$ nm$^{-1}$. If every wall moves into the pores, the solid fraction rises by about 0.05, to first order in the displacement, and the midpoint by 0.145 at fixed $\zeta_2$.
- Water filling 1% of the pore volume, with a rough permittivity of 80, raises the permittivity of the pore contents, treated as a uniform mixture, to at most the parallel average $0.99+0.80=1.79$. This pessimistic value shifts the midpoint by $+0.59$, the largest shift in this list; the actual shift depends on where the water sits and can be much smaller.
- Heating from 298 K to 378 K, with an assumed skeleton coefficient of $10^{-4}$ per kelvin, adds 0.010.

Shrinkage breaks isotropy. Compress an isotropic structure to $c=0.90$ of its thickness at fixed porosity. Wave vectors along the normal grow by $1/c$, and the factor $1/3$ in $\langle I'\Gamma I'\rangle$ becomes, for a field along the normal,

$$L=\int_0^1\frac{(m/c)^2}{1-m^2+(m/c)^2}\,dm=0.362,$$

and $(1-L)/2=0.319$ in the plane. To second order in $\Delta$, the permittivity contains $-\phi_1\phi_2\Delta^2L/\langle\varepsilon\rangle=-0.90\,L$. To this order the shifts are $-0.026$ along the normal and $+0.013$ in the plane, where the field between neighbouring lines points. They describe the anisotropy alone. If the skeleton keeps its volume while the film shrinks, the porosity falls to $(0.90-0.50)/0.90=0.44$, and the midpoint of the isotropic bounds rises by about 0.16, which outweighs both.

The applied field is $0.7\ \mathrm V/20\ \mathrm{nm}=0.35$ MV/cm. In the symmetric periodic structure the rms pore field is 1.24 times this, or 0.43 MV/cm, about 9% of a rough breakdown field of 5 MV/cm. Across a 2 nm chord an electron gains 0.087 eV, far below a rough ionization energy of 10 eV. Some open paths are longer than the mean chord, but even the full voltage can give an electron no more than 0.7 eV. The linear dielectric model is therefore reasonable for this example, though local peaks and damaged regions are not covered by an rms value.
